# How the Tamm-Dancoff Approximation Shifts a One-Transition Bethe-Salpeter Energy

## Problem

A closed-shell system has one occupied orbital \(v\) and one empty orbital \(c\) that matter for its lowest singlet absorption line. Both orbitals are real. In the Bethe-Salpeter equation with a static kernel, the transition \(v\to c\) has the resonant element \(A=3.0\) eV, and the element that couples it to its antiresonant partner is \(B=0.5\) eV. The Tamm-Dancoff approximation (TDA) discards \(B\) and keeps \(A\).

In which direction, and by how much, does the TDA move the excitation energy away from the full solution with the same \(A\) and \(B\)? Does the full solution also lie closer to the true excitation energy? The second question needs a system that can be solved exactly, and a two-site model with these same values of \(A\) and \(B\) will serve.

Atomic units are used in the algebra, so \(\hbar=1\) and frequencies are energies.

## The equations behind the two elements

Let \(\rho\) be the one-electron density matrix for one spin. The two spins respond equally, since the excitation is a singlet. The density matrix obeys

\[
i\dot\rho=[F,\rho],
\]

where \(F\) is the effective one-electron Hamiltonian. In the ground state \(\rho_{vv}=1\), \(\rho_{cc}=0\), and \(F\) is diagonal with the gap \(D=\varepsilon_c-\varepsilon_v\). A weak perturbation creates the off-diagonal elements \(x=\rho_{cv}\) and \(y=\rho_{vc}\). To first order,

\[
i\dot x=Dx+\delta F_{cv},\qquad i\dot y=-Dy-\delta F_{vc}.
\]

The two signs of \(\delta F\) differ because \([\delta F,\rho]_{cv}=\delta F_{cv}\rho_{vv}\), whereas \([\delta F,\rho]_{vc}=-\rho_{vv}\delta F_{vc}\).

The change \(\delta F\) contains an external field, with the same real matrix element \(f\) in both places, and the field induced by \(x\) and \(y\). Write \((pq|rs)\) for the interaction between the orbital products \(pq\) and \(rs\). The induced Hartree field uses the bare interaction and counts both spins, which gives a factor 2. The induced exchange field acts within one spin and has a minus sign. It uses the statically screened interaction \(W\), which is itself held fixed during the perturbation. Define

\[
K=(vc|vc),\qquad W_d=(vv|cc)_W,\qquad W_x=(vc|vc)_W .
\]

Then

\[
\delta F_{cv}=f+(2K-W_d)\,x+(2K-W_x)\,y,
\]

and \(\delta F_{vc}\) follows by exchanging \(x\) and \(y\). With

\[
A=D+2K-W_d,\qquad B=2K-W_x ,
\]

and the time dependence \(e^{-i\omega t}\), the equations of motion become

\[
\omega x=Ax+By+f,\qquad \omega y=-Bx-Ay-f. \tag{1}
\]

This is the Bethe-Salpeter equation for one transition. To see its usual form, collect the induced fields in the kernel matrix \(\Xi\), with \(A-D\) on the diagonal and \(B\) off it. Without induced fields the response is \(L_0=\mathrm{diag}[1/(\omega-D),\,-1/(\omega+D)]\). The amplitudes are \(L_0\) acting on the external plus the induced field, so the full response satisfies \(L=L_0+L_0\,\Xi\,L\).

The amplitude \(x\) is resonant: alone it oscillates at \(+A\). The amplitude \(y\) is antiresonant: alone it oscillates at \(-A\). Excitation energies are the positive \(\omega\) for which (1) has a solution with \(f=0\). If \(B\) is dropped, the first equation gives \(\omega=A\), which is the TDA energy.

## First estimate by scaling

Let \(\Omega\) be the positive solution of the full problem. With \(f=0\), only two energies enter, so the shift must have the form

\[
A-\Omega=A\,g(B/A)
\]

with a dimensionless function \(g\), and \(g(0)=0\). Replacing \(y\) by \(-y\) in (1) with \(f=0\) changes \(B\) into \(-B\) and leaves \(\omega\) alone, so \(g\) is even. It is also smooth near zero, because at \(B=0\) the two solutions \(\pm A\) are well separated. The leading term is therefore a number times \(B^2/A\). The energy scale of the effect is

\[
\frac{B^2}{A}=\frac{0.25}{3.0}\ \text{eV}\approx0.083\ \text{eV}.
\]

Scaling gives neither the numerical factor nor the sign. One substitution supplies both. The second equation of (1) reads \((\omega+A)y=-Bx\). Setting \(\omega\approx A\) on its left side gives

\[
\frac{y}{x}\approx-\frac{B}{2A},
\]

and the first equation then gives

\[
\omega=A+B\,\frac{y}{x}\approx A-\frac{B^2}{2A}.
\]

The factor 2 is the distance \(2A\) between the resonant and antiresonant frequencies. The estimate is that the TDA energy is too high by \(0.25/6.0\approx0.0417\) eV.

The sign deserves attention. A symmetric matrix with diagonal elements \(A\) and \(-A\) and coupling \(B\) has eigenvalues \(\pm\sqrt{A^2+B^2}\): its levels repel, and the upper one rises. In (1) the coupling enters the two equations with opposite signs, and this turns repulsion into attraction.

## Exact solution

Form the sum and the difference of the amplitudes,

\[
s=x+y,\qquad d=x-y.
\]

Adding the two equations (1) cancels \(f\) and leaves \((A-B)x-(A-B)y\) on the right. Subtracting them leaves \((A+B)x+(A+B)y+2f\). Hence

\[
\omega s=(A-B)\,d,\qquad \omega d=(A+B)\,s+2f. \tag{2}
\]

Multiply the first equation by \(\omega\) and insert the second:

\[
\omega^2 s=(A-B)(A+B)\,s+2(A-B)f .
\]

Solving for \(s\) gives the response to the external field,

\[
s=\frac{2(A-B)}{\omega^2-\Omega^2}\,f,\qquad
\Omega=\sqrt{(A-B)(A+B)}=\sqrt{A^2-B^2}. \tag{3}
\]

The response diverges at \(\omega=\Omega\), which is the full excitation energy provided that \(|B|<A\). For the given elements,

\[
\Omega=\sqrt{9.00-0.25}\ \text{eV}=\sqrt{8.75}\ \text{eV}=2.9580\ \text{eV}.
\]

The TDA energy is 3.0000 eV, so

\[
A-\Omega=0.0420\ \text{eV}.
\]

The TDA overestimates the full Bethe-Salpeter energy by about 0.042 eV, or 1.4% of the full energy. As vacuum wavelengths, the TDA line lies near 4130 angstrom and the full line near 4190 angstrom.

The direction does not depend on the particular numbers. Since \(A^2-\Omega^2=B^2\), factoring the left side gives

\[
A-\Omega=\frac{B^2}{A+\Omega}, \tag{4}
\]

which is positive for either sign of \(B\), as long as \(0<|B|<A\).

Equations (2) also show what the coupling does. Without a field they describe a harmonic oscillator with \(s\) as coordinate and \(d\) as momentum. One of the two elements \(A+B\) and \(A-B\) acts as a stiffness and the other as an inverse mass, and the frequency is their geometric mean. The TDA energy \(A\) is their arithmetic mean. Here the elements are 3.5 eV and 2.5 eV. A geometric mean of two unequal positive numbers lies below the arithmetic mean, and the gap between the two means is the TDA error.

### The antiresonant amplitude

With \(f=0\) and \(\omega=\Omega\), the second equation of (1) gives

\[
\frac{y}{x}=-\frac{B}{A+\Omega}=-\frac{0.5}{5.958}=-0.0839 .
\]

The natural normalization follows from the equations of motion \(i\dot x=Ax+By\) and \(i\dot y=-Bx-Ay\). They give

\[
\frac{d|x|^2}{dt}=2B\,\mathrm{Im}(x^*y),\qquad
\frac{d|y|^2}{dt}=-2B\,\mathrm{Im}(y^*x)=2B\,\mathrm{Im}(x^*y).
\]

The two rates are equal, so \(|x|^2-|y|^2\) is conserved and may be set to 1. Then \(|y|^2=0.0071\). The energy shift is \(B\) times the amplitude ratio, \(0.5\times0.0839\approx0.042\) eV. The weight measures the relative shift. The amplitude ratio and the normalization give \(|y|^2=B^2/[(A+\Omega)^2-B^2]=B^2/[2\Omega(A+\Omega)]\), and with (4) this becomes \(A-\Omega=2\Omega|y|^2\). A weight of 0.7% thus goes with a relative shift of 1.4%.

### The strength of the line

For the given elements the TDA changes the intensity more than the energy. Near \(\omega=\Omega\), the factor \(\omega^2-\Omega^2\) in (3) is approximately \(2\Omega(\omega-\Omega)\), so the coefficient of the pole is

\[
\frac{A-B}{\Omega}=\frac{2.5}{2.958}\approx0.85 .
\]

In the TDA, \(x=f/(\omega-A)\), and the coefficient is 1. The oscillator strength is proportional to the excitation energy times this coefficient, with the dipole integral between \(v\) and \(c\) held fixed. It is thus proportional to \(A-B\) in the full solution and to \(A\) in the TDA. The TDA strength is too large by the factor \(3.0/2.5=1.2\), an error of 20% relative to the full solution.

This error is of first order in \(B\), while the energy error is of second order. It also depends on the sign: for negative \(B\) the TDA strength would be too small, although the energy would still be too high. These statements refer to the length form, with the dipole integral fixed. In the velocity form, with the momentum integral fixed, the strength is proportional to \(d^2/\omega\) for normalized amplitudes. Since \(sd=x^2-y^2=1\) and \(s^2=(A-B)/\Omega\), this is \(1/(A-B)\) in the full solution and \(1/A\) in the TDA. The TDA strength is then too small, by the factor \(2.5/3.0\approx0.83\).

## Comparison of the estimate with the exact result

Expanding the square root in (3) for small \(B/A\), with \(\sqrt{1-u}=1-u/2-u^2/8-\dots\) and \(u=B^2/A^2\), gives

\[
A-\Omega=\frac{B^2}{2A}+\frac{B^4}{8A^3}+\dots
\]

The first term is the scaling estimate. For the given elements the two terms are 0.041667 eV and 0.000289 eV, together 0.041956 eV, against the exact difference of 0.041960 eV. The estimate alone is 0.7% below the exact difference.

Equation (4) shows that the estimate is always on the low side in the stable range. There \(\Omega\) lies between 0 and \(A\), so the denominator \(A+\Omega\) lies between \(A\) and \(2A\), and

\[
\frac{B^2}{2A}<A-\Omega<\frac{B^2}{A}.
\]

The estimate can therefore never be wrong by more than a factor of 2, which it approaches as \(|B|\to A\).

Doubling the coupling to \(B=1.0\) eV with \(A\) held at 3.0 eV raises the exact difference to 0.1716 eV. The quadratic law predicts \(1.0/6.0\approx0.1667\) eV, now 3% too low. At \(B=2.0\) eV the exact difference is 0.764 eV, and the quadratic law is 13% too low.

It fails near the stability limit. At \(|B|=A\) the full excitation energy is zero, and the TDA error is the whole of \(A\). For \(|B|>A\) the solutions are \(\omega=\pm i\sqrt{B^2-A^2}\). With \(A=3.0\) eV and \(B=3.2\) eV this is \(\pm1.11i\) eV. One of the two solutions grows in time, so the assumed ground state is unstable within this theory, and no excitation energy can be assigned to it. The TDA would still return 3.0 eV and give no sign of the trouble.

## Is the full solution closer to the truth?

Take two sites with one orbital each and two electrons. An electron hops between the sites with amplitude \(-t\), and two electrons on the same site repel with energy \(U\). Choose \(t=1.25\) eV and \(U=1.0\) eV.

By symmetry, the Hartree-Fock orbitals are \(v=(1,1)/\sqrt2\) and \(c=(1,-1)/\sqrt2\). Each site holds half an electron per spin, so the mean field adds \(U/2\) on both sites. The levels are \(-t+U/2\) and \(t+U/2\), and the gap is \(D=2t=2.5\) eV. All squared orbital coefficients equal \(1/2\), so

\[
(vv|cc)=(vc|vc)=U\sum_{i=1}^{2}v_i^2c_i^2=\frac U2=0.5\ \text{eV}.
\]

Leave the interaction unscreened, so that \(W_d=W_x=U/2\). Then

\[
A=2t+U-\frac U2=2t+\frac U2=3.0\ \text{eV},\qquad
B=U-\frac U2=0.5\ \text{eV}.
\]

These are the elements of the problem. With an unscreened interaction and Hartree-Fock levels, the full equation is time-dependent Hartree-Fock theory. The coordinate \(s\) is now the difference of the two site populations per spin, because \(x+y\) enters the population of site 1 with the factor \(1/2\) and that of site 2 with \(-1/2\). The element \(A-B=2t\) comes from hopping, and \(A+B=2t+U\) contains the repulsion that resists the imbalance.

Now solve the two-electron problem exactly. The Hartree-Fock state \(v^2\) has energy \(-2t+U/2=-2.0\) eV. The state \(c^2\), with both electrons excited, has energy \(2t+U/2\), and the repulsion couples the two by \(U\sum_i v_i^2c_i^2=U/2\). The singly excited singlet changes sign when the sites are exchanged, while \(v^2\) and \(c^2\) do not, so it mixes with neither. The ground-state energy is the lower eigenvalue of the two-state problem,

\[
E_0=\frac U2-\sqrt{4t^2+\frac{U^2}{4}}=0.5-\sqrt{6.5}=-2.0495\ \text{eV}.
\]

The spatial part of the singly excited singlet is \((vc+cv)/\sqrt2\). Written in site orbitals, it is the difference of "both electrons on site 1" and "both on site 2", divided by \(\sqrt2\). Hopping takes both parts to the same state, and the contributions cancel in the difference. What remains is the repulsion, so the energy is \(U=1.0\) eV. The exact excitation energy is

\[
U-E_0=1.0+2.0495=3.0495\ \text{eV}.
\]

The three energies are in the order

| Treatment | Excitation energy (eV) | Relative to exact (eV) |
|---|---:|---:|
| Full Bethe-Salpeter | 2.9580 | −0.0915 |
| TDA | 3.0000 | −0.0495 |
| Exact, two-site model | 3.0495 | 0 |

The TDA overestimates the full Bethe-Salpeter energy, but it underestimates the exact one and is the closer of the two. The reason can be read from the energies. The TDA value is the exact excited-state energy minus the Hartree-Fock ground-state energy, \(1.0-(-2.0)=3.0\) eV. Its whole error is the 0.0495 eV by which mixing with \(c^2\) lowers the true ground state. The full equation moves the excitation energy down from the TDA value, while the exact correction moves it up.

This order belongs to the two-site model with Hartree-Fock levels and an unscreened interaction. It does not show that the TDA is better in general, and it depends on the gap \(D\). The exact gap is the ionization energy minus the electron affinity. With one electron the ground-state energy is \(-t\), and with three it is \(U-t\), so the exact gap is

\[
(-t)+(U-t)-2E_0=-1.25-0.25+4.0990=2.5990\ \text{eV},
\]

about 0.099 eV above the Hartree-Fock value. Putting this gap into \(A\) and keeping the same kernel gives \(A=3.0990\) eV and \(\Omega=3.0584\) eV. The TDA is then 0.0495 eV too high and the full solution only 0.0089 eV too high, so the order is reversed. Solving the Bethe-Salpeter equation more completely, with approximate levels and an approximate kernel held fixed, need not bring the result closer to the truth. Whether it does depends on the errors already present in \(A\) and \(B\).

## What carries over to real absorbers

In a crystal of \(N\) cells, each product of two normalized extended orbitals scales as \(1/N\), and the exchange element of a single pair also falls as \(1/N\). A coupling of 0.5 eV for one pair therefore describes a localized absorber. In a crystal, \(A\) and \(B\) become large matrices, many weakly coupled pairs act together, and the single-pair formula applied to one pair of extended orbitals does not give the size of the TDA error. If the crystal consists of weakly coupled absorbers, the pairs combine into the local excitation and the formula with the local \(A\) and \(B\) remains a good guide: a ring of the two-site units above keeps the shift of 0.042 eV as the hopping between units goes to zero, and has about 0.039 eV at a hopping of 0.1 eV. For wide bands the restriction to one transition no longer holds, and the TDA error has to be computed for each material. Even where one transition suffices, an error in the orbital gap can matter more than the TDA: in the two-site model the Hartree-Fock gap is 0.099 eV too small, more than twice the TDA shift.
